# Vertical Thermionic Emission from a Parabolic Two-Dimensional Band

The bulk law of thermionic emission has a prefactor proportional to \(T^2\). If it is used for electrons leaving a two-dimensional layer vertically, it can return the wrong barrier. In the model below, with a barrier of 0.250 eV and temperatures from 250 to 400 K, a straight-line fit of \(\ln(J/T^2)\) against \(1/kT\) gives 0.223 eV. The missing 0.027 eV comes from the wrong power of temperature. The right power depends on how the escape rate varies with energy and on what is held fixed as the temperature changes. Conservation of lateral momentum, where it holds, can move the threshold for escape.

## Setting and theorem

The algebra uses atomic units, \(\hbar=m_e=e=1\), and \(\theta=kT\). The current density \(J\) is a magnitude: electron charge leaving the layer per unit area and time. The assumptions are these.

1. The layer has one parabolic band, \(E=E_0+k^2/2m\), where \(\mathbf k\) is the lateral momentum. Its degeneracy \(g\) counts spin and equivalent valleys.
2. The layer is in thermal equilibrium at chemical potential \(\mu\), so a state of energy \(E\) has occupation \(f(E)=1/[e^{(E-\mu)/\theta}+1]\). Electrons that leave are replaced quickly enough to maintain this.
3. The collector is a thick semiconductor with band edge \(E_B>E_0\). Its states are empty until return flow is considered.
4. Escape conserves total energy but not lateral momentum. An electron with \(E>E_B\) escapes at the rate \(1/\tau\), independent of \(E\) and \(\mathbf k\); one with \(E<E_B\) does not escape.

The barrier is measured from the chemical potential, \(\Phi=E_B-\mu\).

**Theorem.** Under these assumptions

\[
J=\frac{g m\theta}{2\pi\tau}\ln\!\left(1+e^{-\Phi/\theta}\right),
\]

and for \(\Phi\gg\theta\)

\[
J\simeq\frac{g m\theta}{2\pi\tau}\,e^{-\Phi/\theta}.
\]

If \(\tau\) and \(\Phi\) do not depend on temperature, the prefactor of the exponential is linear in \(T\).

## Two lemmas and the proof

**Lemma 1.** The density of states per unit area and energy is \(D=gm/2\pi\) for \(E>E_0\).

*Proof.* In a periodic square of side \(L\), each component of \(\mathbf k\) is a multiple of \(2\pi/L\). One lateral state therefore occupies an area \((2\pi/L)^2\) of momentum space. For large \(L\), the number of states per unit area in a ring of width \(dk\) is

\[
g\,\frac{2\pi k\,dk}{(2\pi)^2}=\frac{g}{2\pi}\,k\,dk .
\]

Differentiating \(E=E_0+k^2/2m\) gives \(k\,dk=m\,dE\). The number is thus \((gm/2\pi)\,dE\), which proves the lemma. The ring grows in proportion to \(k\), but so does the energy step for a given \(dk\), and the two cancel. \(\square\)

**Lemma 2.** For any energy \(a\),

\[
\int_a^\infty f(E)\,dE=\theta\ln\!\left(1+e^{-(a-\mu)/\theta}\right).
\]

*Proof.* Multiply the numerator and denominator of \(f\) by \(e^{-(E-\mu)/\theta}\):

\[
f(E)=\frac{e^{-(E-\mu)/\theta}}{1+e^{-(E-\mu)/\theta}}
=-\theta\frac{d}{dE}\ln\!\left(1+e^{-(E-\mu)/\theta}\right).
\]

The logarithm vanishes at \(E\to\infty\), so the lower limit supplies the stated result with a positive sign. \(\square\)

**Proof of the theorem.** Each occupied state above \(E_B\) loses electrons at the rate \(1/\tau\). Summing over states and using the lemmas,

\[
J=\int_{E_B}^{\infty}\frac{D}{\tau}f(E)\,dE
=\frac{D\theta}{\tau}\ln\!\left(1+e^{-(E_B-\mu)/\theta}\right).
\]

Inserting \(D=gm/2\pi\) gives the first formula. For the second, put \(z=e^{-\Phi/\theta}\). Since \(1-t<1/(1+t)<1\) for \(t>0\), integration from 0 to \(z\) gives

\[
z-\frac{z^2}{2}<\ln(1+z)<z .
\]

Replacing the logarithm by \(z\) therefore overestimates the current, by a fraction close to \(z/2\) when \(z\ll1\). \(\square\)

The product \(D\theta\) is the number of states per unit area in an energy interval \(kT\). The factor \(e^{-\Phi/\theta}\) is the occupation at the barrier edge, and \(1/\tau\) turns the number of electrons into a current. No vertical velocity appears, because the escape time has replaced it.

**Remark: the bulk law.** For a bulk emitter with an isotropic mass \(m\) and spin degeneracy 2, the vertical velocity does appear. Let \(E_z\) be the vertical energy. With \(v_z\,dk_z=dE_z\) and Boltzmann occupation, the flux over a barrier that acts on \(E_z\) is

\[
J_{\rm bulk}=\frac{2}{(2\pi)^3}
\left(\int e^{-k^2/2m\theta}d^2k\right)
\int_{E_B}^{\infty}e^{-(E_z-\mu)/\theta}dE_z .
\]

The first integral is \(2\pi m\theta\) and the second is \(\theta e^{-\Phi/\theta}\), so \(J_{\rm bulk}=(m\theta^2/2\pi^2)e^{-\Phi/\theta}\). One power of \(T\) comes from lateral motion and one from the spread in vertical energy. The layer has no such vertical spread.

**Remark: other limits.** If \(\mu\) lies far above \(E_B\), then \(-\Phi\gg\theta\) and the logarithm tends to \(-\Phi/\theta\). The current becomes \(D(\mu-E_B)/\tau\), without thermal activation. If instead \(E_B\le E_0\), the integral starts at \(E_0\), every electron can leave, and \(J=n/\tau\), where \(n\) is the sheet density.

## What lateral momentum conservation would do

**Proposition 1.** Let the collector have an isotropic mass \(m_c\), with its band minimum at the same lateral momentum as that of the layer. If energy and lateral momentum are both conserved, no electron escapes when \(m_c\le m\). When \(m_c>m\), the lateral kinetic energy must exceed

\[
K_*=\frac{E_B-E_0}{1-m/m_c}.
\]

*Proof.* After escape, the energy left for vertical motion is the total energy minus the collector edge and the lateral kinetic energy there:

\[
E_z=E_0+\frac{k^2}{2m}-E_B-\frac{k^2}{2m_c}
=K\left(1-\frac{m}{m_c}\right)-(E_B-E_0),
\]

where \(K=k^2/2m\). A propagating state needs \(E_z>0\). For \(m_c\le m\), the first term is zero or negative and the second lowers it further. For \(m_c>m\), solving for \(K\) gives the threshold. \(\square\)

An electron may thus have enough total energy and still be unable to leave, because that energy belongs to lateral motion. Scattering at the contact can redirect it. Assumption 4 describes the case in which such scattering removes the momentum restriction.

## The constant escape time is a separate assumption

**Proposition 2.** Let the escape rate be \(\tau_s^{-1}[(E-E_B)/\epsilon_s]^s\), with \(s>-1\) and constants \(\tau_s,\epsilon_s\). For \(\Phi\gg\theta\),

\[
J=\frac{D\theta}{\tau_s}\left(\frac{\theta}{\epsilon_s}\right)^s
\Gamma(1+s)\,e^{-\Phi/\theta}.
\]

*Proof.* Write \(E=E_B+\theta x\). The Boltzmann occupation is \(e^{-\Phi/\theta}e^{-x}\), and \(dE=\theta\,dx\). Hence

\[
J=\frac{D\theta}{\tau_s}\left(\frac{\theta}{\epsilon_s}\right)^s
e^{-\Phi/\theta}\int_0^\infty x^s e^{-x}dx ,
\]

and the last integral is \(\Gamma(1+s)\). \(\square\)

The prefactor now varies as \(T^{1+s}\). A simple microscopic model shows why this matters. If all matrix elements to the collector have the same size, the golden rule makes the escape rate proportional to the collector's density of states. The number of three-dimensional states with momentum below \(q\) grows as \(q^3\), hence as \((E-E_B)^{3/2}\). Its energy derivative grows as \((E-E_B)^{1/2}\). Thus \(s=1/2\) and the prefactor varies as \(T^{3/2}\), although lateral momentum is not conserved. Equal matrix elements describe coupling to the bulk density of states. A layer that couples only to the surface of the collector meets standing waves whose squared amplitude there grows as \(q_z^2\), one more power of energy, so that \(s=3/2\) and the prefactor varies as \(T^{5/2}\). A \(T^2\) plot then overestimates the barrier, locally by \(kT/2\). A rate that is nearly constant over the few \(kT\) above the edge, from which most electrons leave, gives the linear law. It cannot stay constant down to the edge itself. A field-free collector of mass \(m_c\) and degeneracy \(g_c\) has \(g_cm_c(E-E_B)/2\pi\) lateral modes per unit area, each carrying at most \(1/2\pi\) electrons per unit time and energy, so \(D\) times the escape rate cannot exceed \(g_cm_c(E-E_B)/4\pi^2\). Any \(s<1\) therefore fails close enough to the edge. For \(g_c=g\) a constant rate is possible only above \(E-E_B=2\pi m/(m_c\tau)\), or \(hm/(m_c\tau)\) in ordinary units, and the linear law needs this energy to be small compared with \(kT\). For very short escape times the current is bounded by the \(T^2\) flux of the collector. In the example below the energy is 0.28 meV, the cap lowers the current by 0.5%, and the bound is about 205 A/cm².

## Return flow and contact resistivity

Let the collector have chemical potential \(\mu_c\) and occupation \(f_c(E)\), and let escape be elastic, with equal transition rates in both directions between each pair of states. With Pauli blocking, the net loss rate of a layer state is

\[
\frac{f(1-f_c)-f_c(1-f)}{\tau}=\frac{f-f_c}{\tau},
\]

since the products \(ff_c\) cancel. Define \(\Delta=\mu-\mu_c\). Lemma 2 applied to both terms gives

\[
J_{\rm net}=\frac{D\theta}{\tau}\left[
\ln(1+e^{-\Phi/\theta})-\ln(1+e^{-(\Phi+\Delta)/\theta})\right].
\]

When \(\Phi\) and \(\Phi+\Delta\) are both much larger than \(\theta\), this becomes \(J(1-e^{-\Delta/\theta})\), which vanishes in equilibrium. For \(|\Delta|\ll\theta\) it is \(J\Delta/\theta\). A smooth change of \(\Phi\) with bias affects the next order, because the bracket already vanishes at \(\Delta=0\). In ordinary units the voltage is \(V=\Delta/e\), so the zero-bias contact resistivity is

\[
\rho_c=\frac{V}{J_{\rm net}}=\frac{kT}{eJ}.
\]

## Fixed density gives another power

The theorem holds \(\Phi\) fixed. A gate or dopants may instead fix the sheet density \(n\), and then \(\mu\) moves with temperature.

**Proposition 3.** Let \(n\), \(\tau\) and \(E_B-E_0\) be fixed, let \(\Phi\gg\theta\), and put \(y=n/(D\theta)\). Then

\[
J=\frac{D\theta}{\tau}(1-e^{-y})
\exp\!\left[-\frac{E_B-E_0-n/D}{\theta}\right],
\]

and the local power of \(T\) in the prefactor is

\[
p=1-\frac{y}{e^y-1}.
\]

*Proof.* Lemma 2 with \(a=E_0\) gives \(n=D\theta\ln(1+e^{(\mu-E_0)/\theta})\), so \(e^{(\mu-E_0)/\theta}=e^y-1\). Since \(\Phi=(E_B-E_0)-(\mu-E_0)\),

\[
J=\frac{D\theta}{\tau}(e^y-1)e^{-(E_B-E_0)/\theta}.
\]

Taking out \(e^y=e^{(n/D)/\theta}\) gives the first claim. For the power, \(dy/d\ln\theta=-y\), and therefore

\[
p=\frac{d\ln[\theta(1-e^{-y})]}{d\ln\theta}
=1-\frac{y e^{-y}}{1-e^{-y}}
=1-\frac{y}{e^y-1}.\qquad\square
\]

In a degenerate layer \(y\gg1\), so \(p\to1\) and the linear law returns. In a dilute layer \(y\ll1\), so \(1-e^{-y}\simeq y\) and \(J\simeq(n/\tau)e^{-(E_B-E_0)/\theta}\). The prefactor is then independent of temperature: a fixed number of electrons is shared among a number of thermally accessible states that grows as \(T\).

## Reading a barrier from data

Return to fixed \(\Phi\) and \(\tau\). Let \(u=1/\theta\), and plot \(\ln(J/T^q)\) against \(u\). Since \(\ln\theta=-\ln u\),

\[
\ln\frac{J}{T^q}=\text{constant}-(1-q)\ln u-\Phi u .
\]

The apparent barrier is minus the slope:

\[
\Phi_q=\Phi+\frac{1-q}{u}=\Phi+(1-q)kT .
\]

Thus \(q=1\) returns \(\Phi\), whereas \(q=2\) returns \(\Phi-kT\) locally. If the barrier itself falls linearly, \(\Phi=\Phi_0-aT\), then \(e^{-\Phi/kT}=e^{a/k}e^{-\Phi_0/kT}\). The prefactor stays linear in \(T\) but gains the constant factor \(e^{a/k}\), and the plot with \(q=1\) returns \(\Phi_0\).

## Worked example

Take a layer in the regime of gated n-type monolayer InSe, with one zone-centre valley, \(g=2\) and a rough mass \(m=0.20\,m_e\). The chosen model values are \(E_B-E_0=0.30\) eV, \(\mu-E_0=0.05\) eV, \(\tau=10\) ps and \(T=300\) K. Hence \(\Phi=0.25\) eV, \(kT=0.02585\) eV and \(\Phi/kT=9.67\).

In ordinary units \(D=gm/(2\pi\hbar^2)=8.355\times10^{13}\ {\rm eV^{-1}cm^{-2}}\). The prefactor is

\[
\frac{eDkT}{\tau}=
\frac{(1.602\times10^{-19}\,{\rm C})(8.355\times10^{13})(0.02585)\,{\rm cm^{-2}}}
{10^{-11}\,{\rm s}}
=3.46\times10^4\ {\rm A/cm^2},
\]

or 115 A/cm² per kelvin. Multiplication by \(e^{-9.67}=6.31\times10^{-5}\) gives

\[
J=2.18\ {\rm A/cm^2}=2.18\times10^4\ {\rm A/m^2}.
\]

The Boltzmann formula exceeds the logarithmic one by a fraction \(3.2\times10^{-5}\), so degeneracy at the barrier edge is negligible. The band bottom is nevertheless degenerate, since \(\mu\) lies above it. The contact resistivity is \(0.02585\,{\rm V}/(2.184\,{\rm A/cm^2})=0.0118\ \Omega\,{\rm cm^2}\). A chemical potential drop of 0.05 eV into the collector, at fixed \(\Phi\), gives a net current of 1.87 A/cm².

For parabolic bands and a collector mass of \(0.30\,m_e\), conserved lateral momentum would raise the kinetic threshold from 0.30 to \(0.30/(1-2/3)=0.90\) eV. With the same escape time above the new threshold, a sum over lateral momenta gives \(1.8\times10^{-10}\) A/cm². In this model practically the whole current depends on momentum-relaxing scattering.

The sheet density is \(4.47\times10^{12}\ {\rm cm^{-2}}\), so \(y=2.07\) and Proposition 3 gives \(p=0.70\). This power refers to the activation energy \(E_B-E_0-n/D=0.2465\) eV; splitting off the 300 K value \(\Phi=0.25\) eV instead would give 0.57. The layer lies between the dilute and degenerate limits. Holding \(\mu\) fixed gives 0.263 A/cm² at 250 K and 32.7 A/cm² at 400 K; holding \(n\) fixed gives 0.284 and 28.5 A/cm². At fixed density the chemical potential falls on heating, which raises \(\Phi\) and weakens the growth of the current.

The fitted barriers in the opening come from least-squares lines through seven equally spaced temperatures, with \(\mu\) fixed and the emission integral evaluated by numerical quadrature. The fit with \(J/T\) returns 0.250 eV. If a gate holds \(n\) fixed instead, the same fits give 0.238 eV with \(J/T\) and 0.211 eV with \(J/T^2\), so neither returns the 300 K barrier.

## Size of the neglected effects

The following estimates are made separately at 300 K and fixed \(\mu\). They should not simply be multiplied, because image lowering and tunnelling both alter the top of the same barrier.

**Band shape.** Measure \(E\) from the band bottom and let \(E(1+\alpha E)=k^2/2m\). Differentiation gives \(k\,dk=m(1+2\alpha E)dE\), so the density of states gains the factor \(1+2\alpha E\). The mean energy of emitted electrons is \(E_B-E_0+kT\), which makes the current factor \(1+2\alpha(E_B-E_0+kT)\). The two-band estimate \(\alpha=(1-m/m_e)^2/E_g\), with a rough gap \(E_g=2.5\) eV, gives \(\alpha=0.256\ {\rm eV^{-1}}\) and a factor 1.17. The threshold for conserved lateral momentum is much more sensitive. With this \(\alpha\) in the layer and a parabolic collector of mass \(0.30\,m_e\), the vertical energy \(E-\tfrac23E(1+\alpha E)-0.30\) eV has a maximum of \(-0.14\) eV, so no electron from this band would escape. This outcome rests on the parabolic collector: with the same \(\alpha\) in the collector the threshold is 1.03 eV, and with \(0.5\ {\rm eV^{-1}}\) it is 0.83 eV. A side valley placed at 0.50 eV, with total degeneracy 6 and mass \(0.50\,m_e\), adds 0.3% if it has the same escape time. Its position and mass are assumptions.

**Image force.** Let a field \(F\) draw electrons into a collector of relative permittivity \(\kappa\). If the layer screens like an ideal metal, the potential energy at distance \(x\) is \(E_B-1/(4\kappa x)-Fx\). The two subtracted terms have the smallest sum \(2\sqrt{F/4\kappa}=\sqrt{F/\kappa}\), which is the barrier lowering. For \(F=0.02\) MV/cm and \(\kappa=12\) it is 0.0155 eV, and the current rises by a factor 1.82. Thomas–Fermi screening by the model layer, weaker than that of a metal, reduces this to about 0.014 eV and a factor near 1.7.

**Tunnelling.** An electron at depth \(w\) below the top of a triangular barrier has the semiclassical transmission

\[
\exp\!\left[-2\int_0^{w/F}\!\sqrt{2m_c(w-Fx)}\,dx\right]
=\exp\!\left[-\frac{4\sqrt{2m_c}\,w^{3/2}}{3F}\right].
\]

Weighting this with the occupation and the same rate \(1/\tau\), and integrating numerically down to the band bottom, adds a little over a quarter of the thermionic current. The estimate assigns all energy to vertical motion in the collector, which favours tunnelling. It also assumes a sharp triangular top, perfect transmission above it and a vertical mass of \(0.30\,m_e\); the masses 0.19 and \(0.92\,m_e\) of silicon, which depend on direction, give 0.33 and 0.18. On the barrier rounded by the image force the same semiclassical rule gives a combined factor of 2.0 rather than the product 2.3, and including reflection near the top gives 1.84, barely above the 1.82 of image lowering alone.

**Supply of hot electrons.** If states above the barrier refill in a time \(\tau_r\), the steady state obeys \((f_0-f)/\tau_r=f/\tau\), where \(f_0\) is the equilibrium occupation. Hence \(f=f_0/(1+\tau_r/\tau)\). An assumed \(\tau_r=0.5\) ps lowers the current by 5%; an escape time comparable with \(\tau_r\) would invalidate assumption 2.

**Comparison with a real contact.** The mass and density are reasonable rough values for gated monolayer InSe, and the field is about 7% of a rough breakdown field of 0.3 MV/cm for a silicon-like collector. The offset and the escape time are chosen values, not properties of a named pair of materials. The current is sensitive to both: at fixed \(\mu-E_0\), an offset larger by 0.05 eV divides the current by 6.9, and an escape time of 1 or 100 ps instead of 10 ps gives 21.8 or 0.218 A/cm² if the equilibrium occupation is maintained. With the refill time of 0.5 ps assumed above, the value for 1 ps would be lower by a third, and the limited number of collector modes near the edge would by itself lower it by about 5%. Among the corrections estimated here, image lowering is the largest. A real contact may also have an energy-dependent escape rate, which can change the power of \(T\) itself. A measured linear prefactor is therefore consistent with the assumptions but does not establish them. A barrier that falls linearly with temperature gives the same power, and so does conserved lateral momentum with a constant escape time above its higher threshold.

Numerical values quoted here were computed with a short program.
